# Two-Direction Gauss Quadrature for Heat Flow Across a Gray Slab: a numerical check

```python
"""
Result under test: for a gray isotropic slab, the two-point Gauss rule on
-1 < mu < 1 gives the exact bulk conductivity k = C v Lambda / 3, but gives
a black-contact ballistic conductance 2/sqrt(3) times the true C v / 4.
At thickness L it gives G = k / (L + 2 Lambda / sqrt(3)).
C: heat capacity per volume; v: carrier speed; Lambda: mean free path;
mu: direction cosine; G: heat flux per contact temperature difference.
The transport solver below balances energy in cells and does not use
the closed conductance formulas. Its conductances are in units of C*v.
"""
import numpy as np
from scipy.constants import h as planck, k as boltzmann
from scipy.integrate import quad
from scipy.optimize import minimize_scalar


def full_range(order):
    return np.polynomial.legendre.leggauss(order)


def half_range(order):
    """Separate Gauss rules on the two hemispheres."""
    x, w = np.polynomial.legendre.leggauss(order)
    positive = (x + 1) / 2
    return np.r_[-positive, positive], np.r_[w / 2, w / 2]


def solve_slab(rule, thickness, mfps, shares=(1.0,), emissivity=1.0,
               cells=200):
    """Unit contact difference; temperature is constant within each cell."""
    mu, weight = rule
    forward = mu > 0
    m = mu[forward]
    flux_weight = 0.5 * weight[forward] * m
    emitted = flux_weight.sum()
    width = thickness / cells
    hot, cold = cells, cells + 1
    balance = np.zeros((cells, cells + 2))
    arrive_cold = np.zeros(cells + 2)
    for mfp, share in zip(mfps, shares):
        loss = -np.expm1(-width / (m * mfp))
        beam = np.zeros((len(m), cells + 2))
        beam[:, hot] = 1.0
        for cell in range(cells):
            change = -beam * loss[:, None]
            change[:, cell] += loss
            balance[cell] -= share * (flux_weight @ change)
            beam = beam + change
        arrive_cold += share * (flux_weight @ beam)
    # Backward beams follow from reflection of the slab about its middle.
    mirror = np.r_[np.arange(cells)[::-1], cold, hot]
    arrive_hot = arrive_cold[mirror]
    matrix = np.zeros((cells + 2, cells + 2))
    matrix[:cells] = balance + balance[::-1][:, mirror]
    matrix[hot] = -(1 - emissivity) * arrive_hot / emitted
    matrix[cold] = -(1 - emissivity) * arrive_cold / emitted
    matrix[hot, hot] += 1
    matrix[cold, cold] += 1
    source = np.zeros(cells + 2)
    source[hot] = emissivity
    solution = np.linalg.solve(matrix, source)
    flux_hot = emitted * solution[hot] - arrive_hot @ solution
    flux_cold = arrive_cold @ solution - emitted * solution[cold]
    assert abs(flux_hot - flux_cold) < 1e-7
    return flux_hot, solution[:cells]


def conductance(rule, thickness, mfps, shares=(1.0,), emissivity=1.0,
                cells=200):
    """Remove the leading, second-order cell-width error."""
    coarse = solve_slab(rule, thickness, mfps, shares, emissivity, cells)[0]
    fine = solve_slab(rule, thickness, mfps, shares, emissivity,
                      2 * cells)[0]
    return (4 * fine - coarse) / 3


def percent(value, reference):
    return 100 * (value / reference - 1)


# Round parameters for a crystalline semiconductor film near 300 K.
heat_capacity = 1.0e6       # J/(m^3 K)
speed = 2000.0             # m/s
mfp = 200.0                # nm
temperature = 300.0        # K
to_mw = heat_capacity * speed / 1e6
two = full_range(2)
reference = half_range(24)

# Bulk and ballistic angular moments from continuous integration.
second_moment = quad(lambda m: m * m, -1, 1)[0]
half_moment = quad(lambda m: m, 0, 1)[0]


def rule_moments(rule):
    m, w = rule
    return np.sum(w * m * m), np.sum(w[m > 0] * m[m > 0])


second_two, half_two = rule_moments(two)
k_exact = heat_capacity * speed * mfp * 1e-9 * second_moment / 2
k_two = heat_capacity * speed * mfp * 1e-9 * second_two / 2
g_ball = to_mw * half_moment / 2
g_ball_two = to_mw * half_two / 2
ball_excess = percent(g_ball_two, g_ball)
assert abs(k_two / k_exact - 1) < 1e-12
assert abs(g_ball_two / g_ball - 2 / np.sqrt(3)) < 1e-12

print(f"Heat capacity: {heat_capacity/1e6:.2f} MJ/(m^3 K)")
print(f"Speed: {speed:.0f} m/s")
print(f"Mean free path: {mfp:.0f} nm")
print(f"Temperature: {temperature:.0f} K")
print(f"Gauss direction cosine: {two[0][1]:.6f}")
print(f"Gauss weight: {two[1][1]:.6f}")
print(f"Bulk k, continuous: {k_exact:.3f} W/(m K)")
print(f"Bulk k, two directions: {k_two:.3f} W/(m K)")
print(f"Ballistic G, continuous: {g_ball:.2f} MW/(m^2 K)")
print(f"Ballistic G, two directions: {g_ball_two:.2f} MW/(m^2 K)")
print(f"Ballistic excess: {ball_excess:.3f} %")

# Compare the closed two-direction law with cell balances.
film_results = {}
for thickness in (20.0, 200.0, 2000.0):
    formula = (mfp / 3) / (thickness + 2 * mfp / np.sqrt(3))
    numeric_two = conductance(two, thickness, (mfp,))
    assert abs(numeric_two / formula - 1) < 1e-5
    exact = conductance(reference, thickness, (mfp,))
    film_results[thickness] = exact, numeric_two
    print(f"L={thickness:.0f} nm, reference G: "
          f"{to_mw*exact:.2f} MW/(m^2 K)")
    print(f"L={thickness:.0f} nm, two-direction G: "
          f"{to_mw*numeric_two:.2f} MW/(m^2 K)")
    print(f"L={thickness:.0f} nm, excess: {percent(numeric_two, exact):.2f} %")

# Linear temperature profile and equal contact jumps.
length = 200.0
_, profile = solve_slab(two, length, (mfp,), cells=400)
centres = (np.arange(400) + 0.5) * length / 400
difference = 1 / (1 + np.sqrt(3) * length / (2 * mfp))
expected = 1 - difference / 2 - np.sqrt(3) * difference * centres / (2 * mfp)
assert np.max(np.abs(profile - expected)) < 1e-5
step = centres[1] - centres[0]
jump = 1 - (profile[0] - (profile[1] - profile[0]) / step * centres[0])
print(f"L=200 nm, jump at each contact: {100*jump:.2f} % of total drop")

# Independent half-space result for the two thick-film contact lengths.
# The integrand tends to 1/5 at zero; its tiny initial interval is added.
cut = 0.02
integral = quad(lambda x: 3 / x**2 - 1 / (1 - x / np.tan(x)),
                cut, np.pi / 2)[0] + cut / 5
half_space_length = 2 * mfp * (6 / np.pi**2 + integral / np.pi)
thick_length = (mfp / 3) / film_results[2000.0][0] - 2000.0
# Subtracting the film length magnifies the small discretization error.
assert abs(thick_length - half_space_length) < 0.005 * mfp
print(f"Added contact length, solver: {thick_length:.1f} nm")
print(f"Added contact length, half-space: {half_space_length:.1f} nm")
print(f"Added length, two directions: {2*mfp/np.sqrt(3):.1f} nm")

# Initial loss of conductance and the maximum excess.
thin = 0.001
slope_ref = (1 - conductance(reference, thin, (1.0,)) / 0.25) / thin
slope_two = (1 - conductance(two, thin, (1.0,)) / (half_two / 2)) / thin
# Finite thin-film thickness leaves a small higher-order contribution.
assert abs(slope_ref - 1) < 0.01
assert abs(slope_two - np.sqrt(3) / 2) < 0.002
print(f"Initial loss slope, reference: {slope_ref:.3f}")
print(f"Initial loss slope, two directions: {slope_two:.3f}")


def slab_excess(log_ratio):
    ratio = np.exp(log_ratio)
    return percent(conductance(two, ratio, (1.0,), cells=100),
                   conductance(reference, ratio, (1.0,), cells=100))


peak = minimize_scalar(lambda x: -slab_excess(x),
                       bounds=(np.log(0.02), np.log(0.6)),
                       method="bounded", options={"xatol": 0.005})
assert -peak.fun > ball_excess + 0.1
print(f"Largest excess: {-peak.fun:.2f} %")
print(f"Largest excess at L/mean free path: {np.exp(peak.x):.2f}")

# Numerical refinement at the middle thickness.
exact_mid, two_mid = film_results[200.0]
cell_shift = abs(percent(conductance(reference, length, (mfp,), cells=100),
                         exact_mid))
angle_shift = abs(percent(conductance(half_range(12), length, (mfp,)),
                          exact_mid))
assert max(cell_shift, angle_shift) < 0.02
print(f"Shift on doubling cells: {cell_shift:.1e} %")
print(f"Shift on doubling directions: {angle_shift:.1e} %")

# Alternative angular rules.
previous = ball_excess
for order in (4, 8, 16):
    second, half = rule_moments(full_range(order))
    error = percent(half, half_moment)
    assert abs(second - second_moment) < 1e-12 and 0 < error < previous
    previous = error
    print(f"Full-range {order} directions, ballistic excess: {error:.3f} %")
second, half = rule_moments(half_range(1))
assert abs(half - half_moment) < 1e-12
assert abs(second / second_moment - 0.75) < 1e-12
print(f"One per hemisphere, k error: {percent(second, second_moment):.1f} %")
second, half = rule_moments(half_range(2))
assert abs(second - second_moment) < 1e-12
assert abs(half - half_moment) < 1e-12
four_mid = conductance(half_range(2), length, (mfp,))
print(f"Two per hemisphere, L=200 nm G error: "
      f"{percent(four_mid, exact_mid):.2f} %")

# Diffusely reflecting contacts.
emissivity = 0.5
gray_values = []
for rule, black, ballistic in ((reference, exact_mid, half_moment / 2),
                               (two, two_mid, half_two / 2)):
    gray = conductance(rule, length, (mfp,), emissivity=emissivity)
    formula = 1 / (1 / black + 2 * (1 / emissivity - 1) / ballistic)
    assert abs(gray / formula - 1) < 1e-5
    gray_values.append(gray)
thin_gray = [conductance(rule, 1e-3, (mfp,), emissivity=emissivity)
             for rule in (reference, two)]
assert abs(percent(thin_gray[1], thin_gray[0]) - ball_excess) < 0.01
print(f"Contact emissivity in reflection test: {emissivity:.2f}")
print(f"Reflection, change of L=200 nm G: "
      f"{percent(gray_values[0], exact_mid):.1f} %")
print(f"Reflection, L=200 nm excess: "
      f"{percent(gray_values[1], gray_values[0]):.2f} %")

# Two carrier groups with the same mean path and bulk conductivity.
paths, shares = (50.0, 800.0), (0.8, 0.2)
group_ref = conductance(reference, length, paths, shares)
group_two = conductance(two, length, paths, shares)
thin_groups = [conductance(rule, 1e-3, paths, shares)
               for rule in (reference, two)]
assert abs(percent(thin_groups[1], thin_groups[0]) - ball_excess) < 0.01
thick = [conductance(reference, size, paths, shares, cells=400)
         for size in (8000.0, 12000.0)]
group_k = 4000.0 / (1 / thick[1] - 1 / thick[0])
# The short path spans only a few cells in these very thick films.
assert abs(group_k / (mfp / 3) - 1) < 0.005
print(f"Path groups: {paths[0]:.0f}, {paths[1]:.0f} nm; "
      f"heat shares {shares[0]:.1f}, {shares[1]:.1f}")
print(f"Path spread, change of L=200 nm G: "
      f"{percent(group_ref, exact_mid):.1f} %")
print(f"Path spread, L=200 nm excess: {percent(group_two, group_ref):.2f} %")

# Warmer film: Debye heat capacity and mean free path inversely with T.
debye_temperature = 600.0
warmer = temperature + 10.0


def debye_capacity(kelvin):
    upper = debye_temperature / kelvin
    value = quad(lambda x: x**4 * np.exp(x) / np.expm1(x)**2, 0, upper)[0]
    return value / upper**3


capacity_ratio = debye_capacity(warmer) / debye_capacity(temperature)
warm = capacity_ratio * conductance(
    reference, length, (mfp * temperature / warmer,))
print(f"Debye temperature assumed: {debye_temperature:.0f} K")
print(f"10 K warmer, change of L=200 nm G: {percent(warm, exact_mid):.2f} %")

# Speed varies with travel direction; carrier density and path do not.
variation = 0.1


def directional_speed(m):
    return 1 + variation * (35 * m**4 - 30 * m**2 + 3) / 8


aniso_half = quad(lambda m: directional_speed(m) * m, 0, 1)[0]
aniso_bulk = quad(lambda m: directional_speed(m) * m * m, -1, 1)[0]
aniso_two_half = half_two * directional_speed(two[0][1])
aniso_two_bulk = np.sum(two[1] * directional_speed(two[0]) * two[0]**2)
print(f"Speed variation amplitude (Legendre P4): {variation:.2f}")
print(f"Varying speed, two-direction k error: "
      f"{percent(aniso_two_bulk, aniso_bulk):.2f} %")
print(f"Varying speed, ballistic excess: "
      f"{percent(aniso_two_half, aniso_half):.2f} %")
wavelength = planck * speed / (boltzmann * temperature) * 1e9
print(f"Thermal wavelength h*v/(kB*T): {wavelength:.2f} nm")

print("ALL CHECKS PASSED")
```

Printed output:

```
Heat capacity: 1.00 MJ/(m^3 K)
Speed: 2000 m/s
Mean free path: 200 nm
Temperature: 300 K
Gauss direction cosine: 0.577350
Gauss weight: 1.000000
Bulk k, continuous: 133.333 W/(m K)
Bulk k, two directions: 133.333 W/(m K)
Ballistic G, continuous: 500.00 MW/(m^2 K)
Ballistic G, two directions: 577.35 MW/(m^2 K)
Ballistic excess: 15.470 %
L=20 nm, reference G: 457.85 MW/(m^2 K)
L=20 nm, two-direction G: 531.34 MW/(m^2 K)
L=20 nm, excess: 16.05 %
L=200 nm, reference G: 276.70 MW/(m^2 K)
L=200 nm, two-direction G: 309.40 MW/(m^2 K)
L=200 nm, excess: 11.82 %
L=2000 nm, reference G: 58.37 MW/(m^2 K)
L=2000 nm, two-direction G: 59.77 MW/(m^2 K)
L=2000 nm, excess: 2.39 %
L=200 nm, jump at each contact: 26.79 % of total drop
Added contact length, solver: 284.2 nm
Added contact length, half-space: 284.2 nm
Added length, two directions: 230.9 nm
Initial loss slope, reference: 0.996
Initial loss slope, two directions: 0.865
Largest excess: 16.06 %
Largest excess at L/mean free path: 0.11
Shift on doubling cells: 1.5e-06 %
Shift on doubling directions: 2.9e-06 %
Full-range 4 directions, ballistic excess: 4.253 %
Full-range 8 directions, ballistic excess: 1.153 %
Full-range 16 directions, ballistic excess: 0.303 %
One per hemisphere, k error: -25.0 %
Two per hemisphere, L=200 nm G error: -0.44 %
Contact emissivity in reflection test: 0.50
Reflection, change of L=200 nm G: -52.5 %
Reflection, L=200 nm excess: 13.71 %
Path groups: 50, 800 nm; heat shares 0.8, 0.2
Path spread, change of L=200 nm G: -34.1 %
Path spread, L=200 nm excess: 10.34 %
Debye temperature assumed: 600 K
10 K warmer, change of L=200 nm G: -0.23 %
Speed variation amplitude (Legendre P4): 0.10
Varying speed, two-direction k error: -3.89 %
Varying speed, ballistic excess: 11.44 %
Thermal wavelength h*v/(kB*T): 0.32 nm
ALL CHECKS PASSED
```
